\section*{Adatom diffusion tensor from the slowest eigenvalue of the hop-rate matrix}

\section{A chain with two sites per cell}

Consider an adatom on a line with period $a$. Each cell holds a site $A$ and, at a distance $b$ to its right, a site $B$. From $A$ the atom hops right to $B$ at rate $\alpha_1$ and left to the $B$ of the neighbouring cell at rate $\alpha_2$. The reverse rates are $\beta_1$ and $\beta_2$. Multiply each occupation by $e^{-ikx}$, with $x$ the position of the site, and sum over cells. The two sums then obey $\dot P=MP$ with
\begin{equation}
M=\begin{pmatrix}-(\alpha_1+\alpha_2)&\beta_1e^{ikb}+\beta_2e^{-ik(a-b)}\\
\alpha_1e^{-ikb}+\alpha_2e^{ik(a-b)}&-(\beta_1+\beta_2)\end{pmatrix}.
\end{equation}
In the product of the off-diagonal elements the distance $b$ cancels, so that
\begin{equation}
\det M=\alpha_1\beta_2(1-e^{-ika})+\alpha_2\beta_1(1-e^{ika}).
\end{equation}
In thermal equilibrium each link carries equal flux both ways, so $\alpha_1/\beta_1=\alpha_2/\beta_2$ and $\alpha_1\beta_2=\alpha_2\beta_1\equiv g$. Then $\det M=2g(1-\cos ka)=4g\sin^2(ka/2)$. With $s$ the sum of all four rates, the eigenvalues solve $\lambda^2+s\lambda+4g\sin^2(ka/2)=0$, and the slower one is
\begin{equation}
\lambda=-\frac s2\left(1-\sqrt{1-X}\right),\qquad X=\frac{16g}{s^2}\sin^2\frac{ka}{2}.
\end{equation}
Insert $1-\sqrt{1-X}=X/2+X^2/8+\dots$ and $\sin^2(u/2)=u^2/4-u^4/48+\dots$ with $u=ka$:
\begin{equation}
\lambda=-\frac gs\left[u^2-\left(\frac1{12}-\frac g{s^2}\right)u^4+\dots\right].
\label{chain}
\end{equation}
A density wave governed by the diffusion equation decays at the rate $Dk^2$. Hence $D=ga^2/s$.

Two limits show what this contains. If all rates equal $w$, then $g=w^2$, $s=4w$ and $D=w(a/2)^2$, the result for a simple chain of spacing $a/2$. If $\alpha_1=\beta_1=p$ and $\alpha_2=\beta_2=q$, then $D=a^2pq/[2(p+q)]$, which tends to $a^2q/2$ for $p\gg q$. The fast hops mostly undo one another, and the slow link sets the transport. The mean squared hop length per unit time, halved, would give $\frac12[pb^2+q(a-b)^2]$, which grows with $p$ without limit. The eigenvalue accounts for the back-hops.

\section{The general cell}

Let a surface cell hold $n$ sites at positions $\mathbf s_i$. A single adatom hops from site $i$ to site $j$, displaced by the lattice vector $\mathbf L$, at rate $w_{ji}(\mathbf L)$. The hop vector is $\mathbf d=\mathbf L+\mathbf s_j-\mathbf s_i$. Hops are assumed to be memoryless and of finite range, and the atom is never lost. With $\Gamma_i$ the total exit rate of site $i$,
\begin{equation}
\dot P_j(\mathbf R)=\sum_{i,\mathbf L}w_{ji}(\mathbf L)P_i(\mathbf R-\mathbf L)-\Gamma_jP_j(\mathbf R).
\end{equation}
Define $P_j(\mathbf k)=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf R+\mathbf s_j)}P_j(\mathbf R)$. In the gain term $\mathbf R+\mathbf s_j=(\mathbf R-\mathbf L+\mathbf s_i)+\mathbf d$, so each hop acquires the factor $e^{-i\mathbf k\cdot\mathbf d}$:
\begin{equation}
\dot P(\mathbf k)=M(\mathbf k)P(\mathbf k),\qquad
M_{ji}=\sum_{\mathbf L}w_{ji}(\mathbf L)e^{-i\mathbf k\cdot\mathbf d}-\delta_{ji}\Gamma_i .
\end{equation}

At $\mathbf k=0$ each column of $M_0\equiv M(0)$ sums to zero, because an atom leaving one site arrives at another. With $\mathbf 1$ the vector of ones, $\mathbf 1^TM_0=0$. The stationary occupations satisfy $M_0\pi=0$ and $\mathbf 1^T\pi=1$. If every type of site can be reached from every other, the Perron--Frobenius theorem makes this zero eigenvalue simple and gives all others a negative real part. Let $\gamma$ be the smallest of their decay rates. The eigenvalue $\lambda(\mathbf k)$ that starts from zero is then smooth near $\mathbf k=0$.

Its relation to diffusion follows from
\begin{equation}
\langle e^{-i\mathbf k\cdot\mathbf r}\rangle=\sum_jP_j(\mathbf k,t)\simeq A(\mathbf k)\,e^{\lambda(\mathbf k)t},\qquad \gamma t\gg1 .
\end{equation}
The logarithm of the left side is $-i\mathbf k\cdot\langle\mathbf r\rangle-\frac12\sum_{ab}k_ak_b\,\mathrm{Cov}_{ab}+\dots$. Comparison of the terms that grow with $t$ gives
\begin{equation}
\lambda=-i\mathbf k\cdot\mathbf v-\mathbf k\cdot D\cdot\mathbf k+\dots,\qquad
\mathrm{Cov}_{ab}=2D_{ab}t+\text{const},
\end{equation}
with $\mathbf v$ the drift velocity. Since $M(-\mathbf k)=M(\mathbf k)^*$, the real part of $\lambda$ is even in $\mathbf k$ and the imaginary part is odd. Therefore
\begin{equation}
D_{ab}=-\frac12\left.\frac{\partial^2\,\mathrm{Re}\,\lambda}{\partial k_a\partial k_b}\right|_{\mathbf k=0}.
\label{curv}
\end{equation}

Connectedness matters. Take one site type that hops only along $x$ and another that hops only along $y$, with unit rates, unit spacing and no exchange. The branches are $-k_x^2$ and $-k_y^2$ at small $k$, and the slowest is $-\min(k_x^2,k_y^2)$. A quadratic form $Q$ must obey $Q(1,1)+Q(1,-1)=2Q(1,0)+2Q(0,1)$. Here the left side is $-2$ and the right side is $0$, so no tensor describes this branch.

\section{The curvature without differentiation}

Expand $e^{-i\mathbf k\cdot\mathbf d}$ to second order, with repeated indices $a,b$ summed:
\begin{equation}
M=M_0-ik_aJ_a-\tfrac12k_ak_bK_{ab}+\dots,
\end{equation}
where $(J_a)_{ji}=\sum_{\mathbf L}w_{ji}d_a$ and $(K_{ab})_{ji}=\sum_{\mathbf L}w_{ji}d_ad_b$. Normalize the eigenvector $p(\mathbf k)$ by $\mathbf 1^Tp=1$ and write $p=\pi+ik_ax_a+\dots$, so that $\mathbf 1^Tx_a=0$. The first-order terms of $Mp=\lambda p$ are
\begin{equation}
ik_aM_0x_a-ik_aJ_a\pi=-ik_av_a\pi .
\end{equation}
Multiplication by $\mathbf 1^T$ gives $v_a=\mathbf 1^TJ_a\pi$, and what remains is
\begin{equation}
M_0x_a=J_a\pi-v_a\pi .
\label{lin}
\end{equation}
Because $\mathbf 1^Tp=1$, also $\lambda=\mathbf 1^TMp$. In second order the correction to $p$ meets $\mathbf 1^TM_0=0$ and drops out. Two terms survive: $-\frac12k_ak_b\mathbf 1^TK_{ab}\pi$ and $(-ik_a)(ik_b)\mathbf 1^TJ_ax_b=+k_ak_b\mathbf 1^TJ_ax_b$. Comparison with $-k_ak_bD_{ab}$, symmetrized in $a$ and $b$, gives
\begin{equation}
D_{ab}=\tfrac12\mathbf 1^TK_{ab}\pi-\tfrac12\left(\mathbf 1^TJ_ax_b+\mathbf 1^TJ_bx_a\right).
\label{D}
\end{equation}
The first, bare, term treats successive hops as independent. The second is the correlation term.

The matrix in (\ref{lin}) is singular. Replace it by $M_0-\sigma\pi\mathbf 1^T$, with $\sigma$ of the size of the largest rate. Multiplying the new equation by $\mathbf 1^T$ gives $-\sigma\mathbf 1^Tx_a=0$, so the solution has zero sum and still solves (\ref{lin}). The new matrix is regular: if it annihilates $z$, the same multiplication gives $\mathbf 1^Tz=0$, hence $M_0z=0$ and $z\propto\pi$, and zero sum forces $z=0$. The occupations follow likewise from $(M_0-\sigma q\mathbf 1^T)\pi=-\sigma q$ with $q_i=1/n$. The algorithm is thus to solve for $\pi$, solve (\ref{lin}) for each direction, and evaluate (\ref{D}).

These formulas do not need detailed balance. A test case has lattice vectors $(1,0)$ and $(0.3,0.9)$, three randomly placed sites, and random rates for all hops within a cell and to the eight surrounding cells. The master equation was propagated in real space, and half the covariance growth rate was taken between $t=3$ and $t=5$. It gives $(D_{xx},D_{yy},D_{xy})=(2.111227,1.392151,0.090039)$. Eigenvalue curvature and (\ref{D}) give the same digits, although the atom drifts at $\mathbf v=(0.686547,0.090977)$.

\section{Site positions and detailed balance}

Shift the sites within the cell by $\boldsymbol\delta_i$ and keep the rates. Then $M_{ji}$ becomes $e^{-i\mathbf k\cdot\boldsymbol\delta_j}M_{ji}e^{i\mathbf k\cdot\boldsymbol\delta_i}$, a similarity transformation. The eigenvalues and $D$ are unchanged, as the cancellation of $b$ showed for the chain. The bare and correlation terms do change, so the split between them has no meaning independent of the chosen positions.

With detailed balance, $w_{ji}(\mathbf L)\pi_i=w_{ij}(-\mathbf L)\pi_j\equiv c$, the equilibrium flux through a link. The matrix $\pi_j^{-1/2}M_{ji}\pi_i^{1/2}$ is then Hermitian and $\lambda$ is real, so $\mathbf v=0$. Fix one direction, let $d$ be the hop component along it, and set $x_i=\pi_i\phi_i$. Reversing the hops in $J\pi$ changes the sign of $d$, and (\ref{lin}) becomes, at every site $i$,
\begin{equation}
\sum_{j,\mathbf L}c\,\Delta=0,\qquad \Delta=d+\phi_j-\phi_i .
\label{kirch}
\end{equation}
This is Kirchhoff's current law with conductance $c$ and voltage $\Delta$. The correlation term is $-\sum cd\phi_i$, summed over all directed hops. Averaging each hop with its reverse turns it into $\frac12\sum cd(\phi_j-\phi_i)$, and adding the bare term $\frac12\sum cd^2$ gives $D=\frac12\sum cd\Delta$. By (\ref{kirch}), $\sum c(\phi_j-\phi_i)\Delta=0$, so
\begin{equation}
D=\tfrac12\sum_{\text{hops}}c\,\Delta^2=\sum_{\text{links}}c\,\Delta^2 .
\label{net}
\end{equation}
From $d=\Delta-(\phi_j-\phi_i)$ and the same orthogonality, the bare term equals $D+\frac12\sum c(\phi_j-\phi_i)^2$. With detailed balance, correlations can therefore only lower $D$.

\section{Errors of the two routes}

Let $h$ be a wavenumber along $x$ and $u=ha$, with $a$ the cell length. The one-step estimate is
\begin{equation}
D(h)=-\frac{\mathrm{Re}\,\lambda(h)}{h^2}=D\left(1-Cu^2+\dots\right),
\end{equation}
because $\mathrm{Re}\,\lambda$ is even. For the two-site chain, (\ref{chain}) gives $C=1/12-g/s^2$. Rounding disturbs the eigenvalue by roughly $\varepsilon\|M\|$, with $\varepsilon\approx2.2\times10^{-16}$ in double precision. Here $\|M\|$ is to be read as the size of the largest exit rate, including hops between equivalent sites, which nearly cancel in $M$ at small $k$ but still leave rounding errors. The relative error is then of the order
\begin{equation}
E(u)\approx|C|u^2+\frac{\eta}{u^2},\qquad \eta=\frac{\varepsilon\|M\|a^2}{D}.
\label{err}
\end{equation}
Setting $dE/du=0$ gives $u^4=\eta/|C|$ and $E=2\sqrt{|C|\eta}$. A wide spread of rates hurts when the fastest hops do not themselves carry the transport, since $\|M\|$ follows the fastest hop while $D$ is then set by slower ones.

Richardson extrapolation, $[4D(h)-D(2h)]/3$, cancels the $h^2$ error. A term $c_4h^4$ becomes $(4-16)c_4h^4/3=-4c_4h^4$. The mixed element follows from
\begin{equation}
D_{xy}\approx-\frac{\mathrm{Re}\,\lambda(h,h)-\mathrm{Re}\,\lambda(h,-h)}{4h^2},
\end{equation}
since the two eigenvalues contain $D_{xx}+D_{yy}\pm2D_{xy}$. The curvature values quoted above used $h=0.02$ and $2h$.

The linear solve has no step and no truncation error. An order-of-magnitude estimate of its rounding error is $\varepsilon\|M_0\|/\gamma$, enlarged by the ratio of bare term to $D$ when the two terms of (\ref{D}) nearly cancel. It is not a bound: the actual error is often much smaller and sometimes a few times larger. Hops between equivalent sites cancel exactly in $M_0$. If they are fast and are added and subtracted numerically, they leave a rounding error that this estimate misses, so they are best left out when $M_0$ is assembled.

\section{A four-site surface cell}

The example is a model of a dimerized $2\times1$ surface at $T=550$~K, where $k_BT=0.0474$~eV. The cell measures $a_x=0.92$~nm across the dimer rows and $a_y=0.46$~nm along them. A trough site $T$ lies at $(0.5,0)$ in units of the cell lengths, side sites $S$ and $S'$ at $(0.25,0)$ and $(0.75,0)$, and a row site $R$ at $(0,0.5)$. Their energies are 0, 0.15, 0.15 and 0.10~eV. Links $T$--$S$, $S$--$R$ and $T$--$T$ (along $y$) have transition levels $E_{\rm ts}$ of 0.50, 0.70 and 0.60~eV, and $S'$ is linked like $S$. The rates are $\nu e^{-(E_{\rm ts}-E_i)/k_BT}$ with $\nu=10^{13}$~s$^{-1}$.

The occupations of $T$, $S$ and $R$ are 0.8294, 0.0350 and 0.1006. Occupation times hop rate gives the link fluxes:
\begin{align}
c_{TS}&=0.8294\times2.6205\times10^8=2.173\times10^8~\mathrm{s}^{-1},\nonumber\\
c_{SR}&=0.03502\times9.1248\times10^7=3.195\times10^6~\mathrm{s}^{-1},\\
c_{TT}&=0.8294\times3.1773\times10^7=2.635\times10^7~\mathrm{s}^{-1}.\nonumber
\end{align}
Along $x$, one period contains two $T$--$S$ links in series with two stages of two parallel $S$--$R$ links. With current $I$ the voltages add to $a_x=I(2/c_{TS}+1/c_{SR})$, and (\ref{net}) gives $D_{xx}=Ia_x$:
\begin{equation}
D_{xx}=\frac{a_x^2}{2/c_{TS}+1/c_{SR}}
=\frac{0.8464~\mathrm{nm}^2}{(0.092+3.130)\times10^{-7}~\mathrm{s}}
=2.63\times10^6~\mathrm{nm^2/s}.
\end{equation}
Along $y$ the hops from each site balance by reflection, so constant $\phi$ solves (\ref{kirch}). The bare term is then the whole answer:
\begin{equation}
D_{yy}=c_{TT}a_y^2+4c_{SR}(a_y/2)^2=6.25\times10^6~\mathrm{nm^2/s}.
\end{equation}
In other units, $D_{xx}=2.63\times10^{-8}$ and $D_{yy}=6.25\times10^{-8}$~cm$^2$/s. In axes turned clockwise by $45^\circ$ the diagonal elements are both $4.44\times10^6$~nm$^2$/s, and the off-diagonal element is $(D_{xx}-D_{yy})/2=-1.81\times10^6$~nm$^2$/s.

The bare term along $x$ is $2.37\times10^7$~nm$^2$/s, nine times $D_{xx}$, because it counts the rapid $T$--$S$ shuttling as transport. Moving the side sites to 0.40 and 0.60 of $a_x$ at fixed rates lowers it to $5.41\times10^6$~nm$^2$/s and leaves $D_{xx}$ unchanged.

The apparent activation energy is $-d\ln D/d(1/k_BT)$. Differentiating the closed forms gives a weighted mean of transition levels minus the mean site energy, 0.021~eV. Along $x$ the weights are the shares of the series resistance, and the result is 0.674~eV. Along $y$ they are the shares of the parallel conductance, and the result is 0.590~eV. The anisotropy $D_{yy}/D_{xx}=2.4$ thus decreases on heating.

The error estimate can now be compared with numbers. Exchange between $T$, $S$ and $S'$ is much faster than escape to $R$, so along $x$ these three act nearly as one site alternating with $R$. For such a chain $\alpha_1=\alpha_2=\alpha$, $\beta_1=\beta_2=\beta$, and $g/s^2=\alpha\beta/[4(\alpha+\beta)^2]=\pi_R(1-\pi_R)/4=0.0226$. Hence $C\approx0.061$. The observed relative errors at $u=10^{-1}$ and $10^{-2}$ are $6.0\times10^{-4}$ and $6.0\times10^{-6}$, that is $C=0.060$. With the largest exit rate, $6.4\times10^9$~s$^{-1}$, for $\|M\|$, $\eta\approx4.6\times10^{-13}$, and (\ref{err}) puts the best step near $u=1.7\times10^{-3}$ with an error of order $3\times10^{-7}$. The smallest listed error is $3.1\times10^{-8}$ at $u=10^{-3}$. It lies below even the truncation term $6\times10^{-8}$, so rounding happened to act against the truncation there. At $u=10^{-5}$ the error has risen to $9.8\times10^{-4}$, against an estimated scale of $5\times10^{-3}$. The rounding term is an order of magnitude, not a prediction. The linear solve agrees with the closed forms to better than $10^{-9}$ of the larger element, $D_{yy}$.

\section{Range of validity and the real surface}

A density wave that is long compared with the cell decays at a single rate, close to the diffusive one, after times long compared with $1/\gamma=7.3$~ns. For short waves the two slowest branches can lie much closer together than $\gamma$: at $k_x=0$, $k_y=\pi/a_y$ their decay rates are $1.27\times10^8$ and $1.31\times10^8$~s$^{-1}$. The position variance of one adatom along $x$ tends to $2D_{xx}t$ plus a constant that depends on the starting site. At $t=a_x^2/(2D_{xx})=0.16~\mu$s, when the atom has spread over about one cell, the variance is 2\% below $2D_{xx}t$ for a start at $T$ and 18\% above it for a start at $R$. At a wavelength of 10~nm along $x$ the decay rate is 2.0\% below $D_{xx}k^2$.

The cell size and temperature are roughly those of CdTe(001) in molecular-beam epitaxy. The energies are round model values, not CdTe data, and $\nu$ is a conventional value that may be high for such heavy atoms. At fixed energies $D$ is proportional to $\nu$. The largest uncertainty sized here is the barrier: raising the $S$--$R$ level by 0.05~eV multiplies $D_{xx}$ by 0.35 and $D_{yy}$ by 0.93, and the same shift of the $T$--$T$ level multiplies $D_{yy}$ by 0.42 and leaves $D_{xx}$ unchanged. Real surfaces also break the assumption that the atom is never lost. With an assumed evaporation level of 1.2~eV the adatom lives on average $\tau=3.0$~ms and diffuses a mean distance $\sqrt{D_{xx}\tau}=89$~nm along $x$. On a terrace of width $W=100$~nm with absorbing steps, an arrival rate $F$ per cell gives, without evaporation and without binding between adatoms, $n(x)=Fx(W-x)/(2D_{xx})$ with mean $FW^2/(12D_{xx})$. The mean residence time is $W^2/(12D_{xx})=0.32$~ms, so about a tenth of the atoms would evaporate first. For $F=2$~s$^{-1}$ the mean is $6\times10^{-4}$ adatoms per cell. Encounters are nevertheless not rare: in 0.32~ms an adatom spreads over an area of order $\sqrt{D_{xx}D_{yy}}\times0.32$~ms, about 3000 cells, which holds about two other adatoms. If adatoms bind when they meet, their density and residence time are lower than these values. The single-adatom model then describes only the motion between encounters.

Two smaller effects concern the rates. The leading quantum correction from motion across the barrier top, $(h\nu/k_BT)^2/24$ with $\nu$ taken as the barrier frequency, is 3\%. The vibrations in the well and those across the path at the barrier add terms of the same order, which are not included here. If 10\% of the passages from a side site to $R$ ran on to the opposite side site, $D_{xx}$ would rise by 10\% and $D_{yy}$ by 1\%. Exchange with surface atoms and changes of reconstruction under the growth flux are absent from the model and are not sized. Exchange with a like atom would require new links in $M$, exchange with an unlike atom also new states, and a different reconstruction would require a new cell and new rates. The numerical output gives the remaining values, including $D$ at 500 and 600~K.

\section*{Computed results}
\begin{verbatim}
Random network, no detailed balance (dimensionless)
 D xx yy xy, real-space covariance: 2.111227 1.392151 0.090039
 D xx yy xy, eigenvalue curvature : 2.111227 1.392151 0.090039
 D xx yy xy, linear solve         : 2.111227 1.392151 0.090039
 drift x y, real space  : 0.686547 0.090977
 drift x y, linear solve: 0.686547 0.090977
Disconnected network, slowest branch / k^2 (dimensionless)
 sum over diagonals -2.0000, twice sum over axes 0.0000
Example inputs
 cell ax, ay = 0.92, 0.46 nm; T = 550 K; kT = 0.04740 eV
 attempt frequency = 1.0e+13 1/s
 site energies T S S' R = 0.0 0.15 0.15 0.1 eV
 transition levels TS SR TT = 0.5 0.7 0.6 eV
Example results
 site T: occupation 0.82940, exit rate 5.8765e+08 1/s
 site S: occupation 0.03502, exit rate 6.3893e+09 1/s
 site S': occupation 0.03502, exit rate 6.3893e+09 1/s
 site R: occupation 0.10056, exit rate 1.2709e+08 1/s
 single-hop rates T->S 2.6205e+08, S->T 6.2068e+09 1/s
 single-hop rates S->R 9.1248e+07, R->S 3.1773e+07 1/s
 single-hop rate T->T 3.1773e+07 1/s
 slowest relaxation rate inside the cell = 1.3779e+08 1/s
 D_xx = 2.6272e+06 nm^2/s = 2.6272e-08 cm^2/s
 D_yy = 6.2523e+06 nm^2/s = 6.2523e-08 cm^2/s
 anisotropy D_yy/D_xx = 2.3799
 bare part xx, yy = 2.3671e+07, 6.2523e+06 nm^2/s
 bare/D xx, yy = 9.0100, 1.0000
 side sites moved from 0.25, 0.75 to 0.40, 0.60 of ax:
  bare xx = 5.4100e+06, D_xx = 2.6272e+06 nm^2/s
 axes turned 45 deg: diagonal 4.4398e+06 nm^2/s
  off-diagonal -1.8126e+06 nm^2/s
 apparent activation energy x, y = 0.6737, 0.5903 eV
 mean site energy = 0.02056 eV
 T = 500 K: D_xx 6.299e-09, D_yy 1.795e-08 cm^2/s
 T = 550 K: D_xx 2.627e-08, D_yy 6.252e-08 cm^2/s
 T = 600 K: D_xx 8.543e-08, D_yy 1.762e-07 cm^2/s
Relative error of one-step curvature, D_xx
 k*ax = 1e+00: 6.0e-02
 k*ax = 1e-01: 6.0e-04
 k*ax = 1e-02: 6.0e-06
 k*ax = 1e-03: 3.1e-08
 k*ax = 1e-04: 2.0e-05
 k*ax = 1e-05: 9.8e-04
Neglected effects
 departure from k^2 law at 10 nm wavelength = -2.00 %
 evaporation level 1.2 eV: lifetime 2.986 ms
  diffusion length along x, sqrt(D_xx*lifetime) = 88.6 nm
 growth 2 atoms/(cell s), terrace 100 nm:
  mean adatoms per cell = 6.34e-04
 quantum barrier correction to a rate = 3.17 %
 10 % long jumps over R: D ratio x, y = 1.0969, 1.0108
 SR level +0.05 eV: D ratio x, y = 0.3548, 0.9295
 lowest barrier (S to T) / kT = 7.38
\end{verbatim}
